\section*{Linear E-e Jahn-Teller Coupling: Depth of the Trough and Its Limits}

\section{The coupling}

Q: A metal complex used as a deposition precursor may have an electron or a hole in a doubly degenerate orbital. I am told that one coupling constant $F$ and one elastic constant $K$ then fix its distortion. There are two states and two coordinates. Why not four constants, or more?

A: Symmetry removes the others, though not for every symmetry. Take an $n$-fold axis with mirror planes through it, $n\ge3$. Let the two real orbitals turn into each other by the angle $\alpha=2\pi/n$ under one rotation, and let the nuclear displacements $(Q_1,Q_2)=\rho(\cos\varphi,\sin\varphi)$ turn by $2\alpha$. Without spin-orbit coupling the $2\times2$ electronic matrix is real and symmetric, so it is built from $I$, $\sigma_z$ and $\sigma_x$. Define
\begin{equation}
Q_\pm=Q_1\pm iQ_2,\qquad S_\pm=\sigma_z\pm i\sigma_x .
\end{equation}
Both $Q_\pm$ and $S_\pm$ acquire the phase $e^{\pm2i\alpha}$. A term may enter the energy if its total phase is a multiple of $2\pi$. To first order in $Q$ the candidates are
\begin{equation}
Q_\pm I:\ \pm2\alpha,\qquad Q_-S_+:\ 0,\qquad Q_+S_+:\ 4\alpha .
\end{equation}
The first is forbidden for $n\ge3$, the second is allowed, and the third is allowed for $n=4$ but not for $n=3,5,6$. The mirror plane changes the signs of $Q_2$ and $\sigma_x$ together, which leaves the real part of $Q_-S_+$, namely $Q_1\sigma_z+Q_2\sigma_x$. Three-, five- and sixfold axes therefore have one linear constant, and a fourfold axis has two. An $E$ doublet in a cubic complex behaves like the threefold case.

Q: And the elastic energy?

A: The product $Q_+Q_-I=\rho^2I$ is invariant and gives the constant $K$. Other quadratic terms may exist, and I set them aside for the moment. The linear model is
\begin{equation}
H=\tfrac12K\rho^2I+F(Q_1\sigma_z+Q_2\sigma_x),\qquad K>0,\ F\neq0, \label{eq:H}
\end{equation}
with energy measured from the degenerate level at $\rho=0$. In this convention $F$ is half the rate at which the two levels separate. Changing the sign of $F$ amounts to $\varphi\to\varphi+\pi$, so I take $F>0$.

\section{The lower sheet}

Q: One of the two levels rises as fast as the other falls. Why should the molecule gain anything?

A: Because the lower level is the one occupied. Square the coupling matrix, using $\sigma_z^2=\sigma_x^2=I$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$:
\begin{equation}
F^2(Q_1\sigma_z+Q_2\sigma_x)^2=F^2(Q_1^2+Q_2^2)I=F^2\rho^2I .
\end{equation}
Its eigenvalues are $\pm F\rho$, one of each sign because the trace is zero. Hence
\begin{equation}
E_\pm=\tfrac12K\rho^2\pm F\rho .
\end{equation}
Near $\rho=0$ the gain is linear and the elastic cost quadratic, so the symmetric point cannot be a minimum. Completing the square gives
\begin{equation}
E_-=\frac K2\left(\rho-\frac FK\right)^2-\frac{F^2}{2K}. \label{eq:trough}
\end{equation}
The minimum is at
\begin{equation}
\rho_0=\frac FK,\qquad E_{\rm JT}=\frac{F^2}{2K},
\end{equation}
where $E_{\rm JT}$ is the depth below the symmetric point. The electronic gain is $F\rho_0=F^2/K$, and half of it is paid back as elastic energy.

Q: A minimum in $\rho$ is not yet a minimum in the plane.

A: The angle $\varphi$ does not occur in (\ref{eq:trough}), so every point of the circle $\rho=\rho_0$ has the same lowest energy. The radial curvature is $E_-''=K$. The curvature along the circle is
\begin{equation}
\frac1\rho\frac{\partial E_-}{\partial\rho}+\frac1{\rho^2}\frac{\partial^2E_-}{\partial\varphi^2}=0
\quad\text{at }\rho=\rho_0 .
\end{equation}
The minima form a continuous trough. With $F=0.6$ and $K=1.5$ in model units, $\rho_0=0.4$ and $E_{\rm JT}=0.36/3=0.12$; direct minimization along 24 evenly spaced rays gives the same values. The vertical gap to the upper sheet is $2F\rho_0=2F^2/K=4E_{\rm JT}$.

Q: If the energy is constant around the circle, does anything change there?

A: The shape of the molecule changes, and so does the occupied orbital. The lower eigenvector of $\cos\varphi\,\sigma_z+\sin\varphi\,\sigma_x$ is
\begin{equation}
\chi(\varphi)=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}. \label{eq:chi}
\end{equation}
Its first component after multiplication is $-\cos\varphi\sin(\varphi/2)+\sin\varphi\cos(\varphi/2)=\sin(\varphi/2)$, which is $-1$ times the original one; the second follows in the same way. After a full turn $\chi(2\pi)=-\chi(0)$. Following the eigenvector numerically gives the sign $-1$ for a loop around the degeneracy and $+1$ for a loop beside it. The total wave function must be single-valued, so the nuclear factor $e^{ij\varphi}$ must also change sign, and $j=\pm\frac12,\pm\frac32,\dots$

\section{What removes the trough}

Q: You set terms aside. Take the fourfold axis first.

A: There the real part of $Q_+S_+$ adds $F'(Q_1\sigma_z-Q_2\sigma_x)$, so the two coordinates have different couplings $F_1=F+F'$ and $F_2=F-F'$. Their elastic constants may differ as well; I hold them equal to isolate the effect of the couplings. On the ray at angle $\varphi$,
\begin{equation}
E_-=\tfrac12K\rho^2-\rho\sqrt{F_1^2\cos^2\varphi+F_2^2\sin^2\varphi},
\end{equation}
and minimization over $\rho$ gives
\begin{equation}
E_{\min}(\varphi)=-\frac{F_1^2\cos^2\varphi+F_2^2\sin^2\varphi}{2K}.
\end{equation}
For $|F_1|>|F_2|$ the minima are the two points $\varphi=0,\pi$. The circular trough is thus not a property of every orbital doublet.

Q: And the quadratic coupling in the other groups?

A: The term $Q_+^2S_+$ has phase $6\alpha$. It is allowed for $n=3$ and $n=6$ and forbidden for $n=5$, where $Q_-^2S_+$, with phase $-2\alpha$, is forbidden too. An ideal fivefold complex, such as a sandwich precursor with unsubstituted cyclopentadienyl rings, therefore has no ripple at second order in $Q$ if its doublet and coordinates turn as assumed. For $n=3,6$ add
\begin{equation}
G\left[(Q_1^2-Q_2^2)\sigma_z-2Q_1Q_2\sigma_x\right].
\end{equation}
The coefficients of $(\sigma_z,\sigma_x)$ are then the sum of a vector $F\rho(\cos\varphi,\sin\varphi)$ and a vector $G\rho^2(\cos2\varphi,-\sin2\varphi)$. Their scalar product is $FG\rho^3\cos3\varphi$, so
\begin{equation}
E_-=\tfrac12K\rho^2-\sqrt{F^2\rho^2+2FG\rho^3\cos3\varphi+G^2\rho^4}.
\end{equation}
Let $0<2G<K$. At fixed $\rho$ the energy falls as $\cos3\varphi$ rises, so the extremes around the valley lie at $\cos3\varphi=\pm1$. There the root is $F\rho\pm G\rho^2$ (for the lower sign, when $\rho<F/G$), and
\begin{equation}
E_-=\tfrac12(K\mp2G)\rho^2-F\rho,\qquad
E_{\min}=-\frac{F^2}{2(K\mp2G)} .
\end{equation}
The upper sign gives three minima and the lower sign three saddles. For $F=0.6$, $K=1.5$, $G=0.1$ they lie at $-0.36/2.6=-0.1385$ and $-0.36/3.4=-0.1059$. The round trough has become a valley with three wells. For $G<0$ minima and saddles change places. A cubic elastic term proportional to $\rho^3\cos3\varphi$ is allowed in the same groups and also makes a ripple.

Q: Heavy metals have spin-orbit coupling. Does that make wells too?

A: No, within this model it keeps the circle but makes it shallower. It adds $\delta\sigma_y$, with $\delta\ge0$ half the spin-orbit splitting of the undistorted doublet. In a cubic $E$ doublet of total spin $\frac12$ symmetry forbids this splitting, so there $\delta=0$ and the trough keeps its depth. For higher spin, such as high-spin $d^4$, the term can still split at higher order in the spin-orbit coupling, which this model does not describe. What follows concerns doublets with $\delta>0$. Since $\sigma_y$ anticommutes with $\sigma_z$ and $\sigma_x$,
\begin{equation}
E_-=\tfrac12K\rho^2-s,\qquad s=\sqrt{F^2\rho^2+\delta^2}.
\end{equation}
The derivative is $\rho(K-F^2/s)$. A minimum away from the origin needs $s=F^2/K=2E_{\rm JT}$, which is possible for $\delta<2E_{\rm JT}$. Inserting $\rho^2=(s^2-\delta^2)/F^2$ and $K/F^2=1/s$,
\begin{equation}
E_{\min}=\frac{s^2-\delta^2}{2s}-s=-\frac s2-\frac{\delta^2}{2s}
=-E_{\rm JT}-\frac{\delta^2}{4E_{\rm JT}} .
\end{equation}
The undistorted complex now has energy $-\delta$, so the lowering by distortion is
\begin{equation}
-\delta-E_{\min}=E_{\rm JT}\left(1-\frac{\delta}{2E_{\rm JT}}\right)^2 .
\end{equation}
For the model with $E_{\rm JT}=0.12$ and $\delta=0.1$ this is $0.0408$, a third of the original depth. For $\delta\ge2E_{\rm JT}$ the minimum is the symmetric point.

\section{Moving nuclei}

Q: Nuclei have zero-point motion. Is the ground level lowered by $F^2/(2K)$?

A: In general it is not. $E_{\rm JT}$ is a difference of potential energy. Let $M$ be the mass of the coordinate, $\omega=\sqrt{K/M}$ and $D=E_{\rm JT}/\hbar\omega$. Without coupling the two oscillators have the ground energy $\hbar\omega$. For weak coupling use second-order perturbation theory. Each coordinate connects the ground state to its one-quantum state with $|\langle1|Q|0\rangle|^2=\hbar/(2M\omega)$, and $\sigma_z^2+\sigma_x^2=2I$, so
\begin{equation}
\Delta E=-2\,\frac{F^2}{\hbar\omega}\,\frac{\hbar}{2M\omega}=-\frac{F^2}{K}=-2E_{\rm JT}.
\end{equation}
Diagonalization at $D=0.001$ gives a lowering of $1.998\,E_{\rm JT}$.

Q: Surely strong coupling restores the simple result?

A: It does so to leading order in $D$, with a correction of half a quantum. For $D\gg1$ the nuclei stay on the lower sheet near $\rho_0$. Write the wave function as $\rho^{-1/2}u(\rho)e^{ij\varphi}\chi(\varphi)$. The factor $\rho^{-1/2}$ removes the first derivative from the radial kinetic energy and leaves $-\hbar^2/(8M\rho^2)$. For the angular part, (\ref{eq:chi}) gives $\langle\chi|\chi'\rangle=0$ and $\langle\chi|\chi''\rangle=-\frac14$, so the mean of $-\partial_\varphi^2$ is $j^2+\frac14$. The two quarters cancel:
\begin{equation}
\frac{\hbar^2}{2M\rho^2}\left(j^2+\tfrac14\right)-\frac{\hbar^2}{8M\rho^2}=\frac{\hbar^2j^2}{2M\rho^2}.
\end{equation}
With $\rho_0^2=2E_{\rm JT}/K$ and $K=M\omega^2$, this equals $j^2\hbar\omega/(4D)$ at the trough. Radial vibration adds $\hbar\omega/2$, so
\begin{equation}
E_j\simeq-E_{\rm JT}+\frac{\hbar\omega}2+\frac{j^2\hbar\omega}{4D}.
\end{equation}
For $j=\pm\frac12$ the lowering from $\hbar\omega$ is $E_{\rm JT}+\hbar\omega/2-\hbar\omega/(16D)$. At $D=5$ this is $5.4875$ quanta, against $5.4850$ from diagonalization. The lowest level is a doublet, as half-integer $j$ requires.

The first excitation, from $|j|=\frac12$ to $\frac32$, is estimated as $1/(2D)=0.1$ quantum; diagonalization gives $0.1145$. Most of the difference comes from the radial spread. Averaging $1/\rho^2$ over the radial ground state multiplies it by $1+3\langle x^2\rangle/\rho_0^2=1+3/(4D)$ to first order, where $x=\rho-\rho_0$. This raises the estimate to $0.115$. So close a match at $D=5$ is partly a cancellation of higher-order terms: the full average of $1/\rho^2$ gives $0.120$, and centrifugal stretching on the lower sheet brings it back to $0.115$.

\section{A molecule: the benzene cation}

Q: All this could be algebra about a matrix. Does a molecule have such a trough?

A: Benzene is a suitable case, with a sixfold axis and a degenerate pair of highest occupied $\pi$ orbitals. It is not a metal precursor, but it can be an arene ligand set free from one and ionized in a mass spectrometer. I use restricted Hartree-Fock theory in the 6-31G basis for the neutral molecule and subtract an orbital energy to obtain the cation. The reference geometry is fixed, with C--C $0.139$ nm and C--H $0.108$ nm. Orbital relaxation, electron correlation and symmetric relaxation of the ring are left out.

Let each CH unit, at angle $\theta_i$, slide rigidly along the ring by
\begin{equation}
t_i=\frac{\rho}{\sqrt3}\sin(2\theta_i-\varphi).
\end{equation}
The six squared sines sum to 3, so $\rho$ is the root of the summed squared carbon displacements. Let $g$ be the gap between the two cation levels and $\bar E$ their mean. For $\varphi=0$ and small steps $\pm h$,
\begin{equation}
F=\frac{g(h)+g(-h)}{4h},\qquad K=\frac{\bar E(h)+\bar E(-h)-2\bar E(0)}{h^2}.
\end{equation}
The sum in $F$ cancels the quadratic coupling. With $h=0.002$ nm, $F=57.08$ eV/nm and $K=11776$ eV/nm$^2$. Therefore
\begin{align}
\rho_0&=\frac{57.08}{11776}\ {\rm nm}=0.00485\ {\rm nm},\\
E_{\rm JT}&=\frac{57.08^2}{2\times11776}\ {\rm eV}=0.138\ {\rm eV}.
\end{align}

Q: You fitted both constants on one line through the origin. That says nothing about a circle.

A: New calculations on the predicted circle do. At $\varphi=90^\circ$, off the fitted line, the lowering is $0.1382$ eV against the predicted $0.1383$ eV, and the gap is $0.5536$ eV against $4E_{\rm JT}=0.5533$ eV. At $0^\circ$ and $120^\circ$ the lowering is $0.1369$ eV, and at $180^\circ$ it is $0.1395$ eV. The ripple at fixed radius is thus $0.0026$ eV, about 2\% of the depth, with the period expected for a sixfold axis. It is a near cancellation of two larger parts: between $0^\circ$ and $180^\circ$ the mean $\bar E$ (cubic elastic term, growing as $\rho^3$) contributes $+0.0107$ eV and the half gap $g/2$ (quadratic coupling, growing as $\rho^2$) contributes $-0.0081$ eV. The small remainder is therefore sensitive to radius and basis; in 6-31G* it is about $0.0015$ eV at the same radius. In this frozen-orbital calculation the continuous trough is a good approximation, but not a strict result.

Q: Benzene has more than one degenerate pair of this symmetry. What did the others contribute?

A: There are four pairs in the plane. For several pairs, collect the amplitudes along a common $\varphi$ in a vector $\mathbf q$, the couplings in $\mathbf F$ and the stiffnesses in a positive matrix $\mathbf K$. Components at right angles to the total coupling vector cost elastic energy without raising the splitting, so they vanish at the minimum. What remains is
\begin{equation}
E=\tfrac12\mathbf q^{T}\mathbf K\mathbf q-\mathbf F^{T}\mathbf q,\quad
\mathbf q_0=\mathbf K^{-1}\mathbf F,\quad
E_{\rm JT}=\tfrac12\mathbf F^{T}\mathbf K^{-1}\mathbf F .
\end{equation}
Add the radial motion of rigid CH units, with coupling $10.32$ eV/nm, stiffness $4367$ eV/nm$^2$ and cross stiffness $3973$ eV/nm$^2$. The amplitudes become $0.00584$ nm (tangential) and $-0.00295$ nm (radial), and the depth is
\begin{equation}
\tfrac12(57.08\times0.00584-10.32\times0.00295)\ {\rm eV}=0.151\ {\rm eV}.
\end{equation}
A calculation at that geometry, with $\varphi=90^\circ$, gives $0.1514$ eV. The radial amplitude is opposite to its own coupling because the term $3973\times57.08$ from the cross stiffness outweighs $11776\times10.32$. The second pair deepens the trough by about 10\%. The two remaining pairs move H relative to C and are omitted; in the harmonic model, freeing them cannot reduce the depth.

Q: Then the cation sits distorted, somewhere in the trough?

A: Not in this one-pair model. The moving mass is $13.019$ u, which gives $\hbar\omega=0.1945$ eV and $D=0.138/0.1945=0.71$. Neither limit of $D$ applies. The zero-point spread per coordinate, $0.00287$ nm, is more than half of $\rho_0$. Diagonalization lowers the ground level by $0.2005$ eV from $\hbar\omega$, well above the static $0.138$ eV. The level itself lies at $0.1945-0.2005=-0.006$ eV, barely below the energy of the symmetric point, and the first vibronic excitation is $0.104$ eV. At 400 K, a round temperature for vapour delivery, $k_BT=0.0345$ eV, about thirteen times the ripple. A picture of one frozen distorted shape is therefore unsuitable here.

Q: How far may I carry these numbers to a real ion, or to a real precursor?

A: For the ion, take only orders of magnitude from this calculation: a stabilization of about $0.1$ eV and, for the tangential pair taken alone, a quantum of about $0.2$ eV. Coupling to the radial pair changes the quanta to $0.092$ and $0.208$ eV and lowers the first vibronic excitation from $0.104$ to about $0.06$ eV. The digits quoted belong to the 6-31G basis: in 6-31G* $F$ rises by about 1\%, $K$ falls by about 1.5\%, and the one-pair depth becomes $0.144$ eV. The neglected relaxation and correlation change both $F$ and $K$, by amounts not computed here. Since the depth is $F^2/(2K)$, a 10\% smaller $F$ at fixed $K$ lowers it by 19\%, and a 10\% smaller $K$ at fixed $F$ raises it by 11\%. For a metal precursor $F$, $K$ and $\delta$ must be computed afresh. Many precursors also carry substituted or unequal ligands, which break the assumed symmetry. The simplest such term is $\varepsilon\sigma_z$. From (\ref{eq:chi}), $\langle\chi|\sigma_z|\chi\rangle=\sin^2(\varphi/2)-\cos^2(\varphi/2)=-\cos\varphi$, so to first order the trough is tilted by $-\varepsilon\cos\varphi$, with a height difference $2|\varepsilon|$ and a single minimum. The round trough is a useful description of the lower sheet of such a complex when $\delta<2E_{\rm JT}$ and when $2|\varepsilon|$ and the ripple are small compared with the depth that spin-orbit coupling leaves, $E_{\rm JT}[1-\delta/(2E_{\rm JT})]^2$. The full set of computed values is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Model F, K (model units): 0.6, 1.5
Model trough radius, depth (model units): 0.4000, 0.1200
Model curvatures along, across trough (model units): 0.000, 1.500
Axis order 3: linear, quadratic constants (count): 1, 2
Axis order 4: linear, quadratic constants (count): 2, 2
Axis order 5: linear, quadratic constants (count): 1, 1
Axis order 6: linear, quadratic constants (count): 1, 2
State sign, loop around / beside cone (no unit): -1, +1
Model G (model units): 0.1
Warped valley: minimum, saddle (model units): -0.1385, -0.1059
Model delta, lowering left (model units): 0.1, 0.0408
Weak coupling D=0.001: level shift / depth (no unit): 1.998
Strong coupling D=5: level shift (quanta): 5.4850
Strong coupling D=5: first excitation (quanta): 0.1145
Benzene C-C, C-H lengths (nm): 0.139, 0.108
Finite-difference step (nm): 0.002
Benzene F (eV/nm): 57.08
Benzene K (eV/nm^2): 11776
Benzene predicted depth F^2/(2K) (eV): 0.1383
Benzene predicted trough radius F/K (nm): 0.00485
Computed lowering on circle at 0 deg (eV): 0.1369
Computed lowering on circle at 90 deg (eV): 0.1382
Computed lowering on circle at 120 deg (eV): 0.1369
Computed lowering on circle at 180 deg (eV): 0.1395
Predicted gap 4*depth (eV): 0.5533
Computed gap at 90 deg (eV): 0.5536
Ripple at fixed radius, 0 against 180 deg (eV): 0.0026
Radial pair: F (eV/nm), K (eV/nm^2): 10.32, 4367
Tangential-radial cross stiffness (eV/nm^2): 3973
Two-pair minimum: tangential, radial (nm): 0.00584, -0.00295
Two-pair depth, predicted (eV): 0.1515
Two-pair depth, computed at 90 deg (eV): 0.1514
Moving mass, C plus H (u): 13.019
Vibrational quantum (eV): 0.1945
Zero-point spread per coordinate (nm): 0.00287
D = depth / quantum (no unit): 0.711
Vibronic ground-level shift (eV): 0.2005
First vibronic excitation (eV): 0.1040
Thermal energy kT at 400 K (eV): 0.0345
\end{verbatim}
